# Boundary condition and short-distance cutoff in the one-dimensional Coulomb problem, part 1

(Sections cited here and not found follow in the second part.)

## A well seen from a distance

Atomic units are used throughout ($\hbar=m=e^2/4\pi\varepsilon_0=1$; energies in hartree, lengths in bohr, and a length under a logarithm is measured in bohr). A bound energy is written $E=-\kappa^2/2=-1/(2\nu^2)$, with $\nu=1/\kappa$.

Take the contact well $H=-\tfrac12\,d^2/dx^2-\lambda\,\delta(x)$. Away from the origin the even bound state is $e^{-\kappa|x|}$. Integrating $H\psi=E\psi$ across the origin gives $-\tfrac12[\psi'(0^+)-\psi'(0^-)]-\lambda\psi(0)=0$. The jump of the slope is $-2\kappa\psi(0)$, so $\kappa=\lambda$ and $E=-\lambda^2/2$. The decay constant equals the area of the well.

Now take the cut-off Coulomb well $V_a(x)=-1/(|x|+a)$ with small $a$. A state of width $1/\kappa$ with $1/\kappa\gg a$ does not resolve the core. It sees roughly a contact well whose strength is the area under $|V_a|$ inside its own width,

$$\lambda\approx 2\int_0^{1/\kappa}\frac{dx}{x+a}=2\ln\Big(1+\frac1{\kappa a}\Big).$$

Setting $\kappa=\lambda$ gives $\kappa\approx2\ln(1/\kappa a)$, which grows without limit as $a\to0$.

The variational principle turns this estimate into an inequality. For $\chi=\sqrt\kappa\,e^{-\kappa|x|}$ the kinetic energy is $\tfrac12\int|\chi'|^2dx=\kappa^2/2$. The potential energy is $-2\kappa\int_0^\infty e^{-2\kappa x}(x+a)^{-1}dx$, and the substitution $s=2\kappa(x+a)$ turns it into an exponential integral $E_1(z)=\int_z^\infty e^{-s}s^{-1}ds$:

$$E_0(a)\le E_{\rm var}(\kappa)=\frac{\kappa^2}{2}-2\kappa\,e^{2\kappa a}E_1(2\kappa a).$$

One integration by parts gives $E_1(z)=-e^{-z}\ln z+\int_z^\infty e^{-s}\ln s\,ds$. The last integral tends to $\Gamma'(1)=-\gamma$, with $\gamma$ Euler's constant, so $E_1(z)=-\ln z-\gamma+O(z\ln z)$. Put $L=\ln(1/a)$ and choose $\kappa=2L$; then $-\ln(2\kappa a)=L-\ln4L$, and

$$E_0(a)\le 2L^2-4L\,(L-\ln 4L-\gamma)+o(1)=-2L^2+4L(\ln4L+\gamma)+o(1).$$

The ground level of $V_a$ has no finite limit as the cutoff is removed.

## The belief and its appeal

The belief is this: the expression $H=-\tfrac12\,d^2/dx^2-1/|x|$ defines a one-dimensional hydrogen atom with one definite spectrum, as its three-dimensional relative has, and a cutoff much smaller than a bohr moves the levels only slightly.

It has three supports. First, on $x>0$ the equation $-\tfrac12u''-u/x=Eu$ is the radial equation of the three-dimensional $s$ states, whose levels are $-1/(2n^2)$. Second, the cutoff changes the potential by $\Delta V=1/|x|-1/(|x|+a)=a/[|x|(|x|+a)]$, which is below $a/x^2$ and so is small wherever $|x|\gg\sqrt a$. Third, for states that vanish at the origin the belief is correct. The lowest such state is $u=2xe^{-x}$ on the half-line, and its first-order shift is bounded by, and tends to, $a\int_0^\infty4e^{-2x}dx=2a$.

The weak point is the condition at the origin. In three dimensions $u(0)\ne0$ means $\psi\sim1/r$, whose kinetic energy $\int r^{-4}r^2dr$ diverges, and finite kinetic energy removes it. On the line, $\psi(0)\ne0$ is what the ground state of any bounded even well does, and for such a state $\int\Delta V|\psi|^2dx$ diverges logarithmically at $x=0$ however small $a$ is. The cutoff is not a small perturbation in the even sector.

## What the equation allows at the origin

Near $x=0^+$ the zero-energy equation $y''=-2y/x$ has the two solutions

$$y_1=x-x^2+\dots,\qquad y_2=1-2x\ln x+\dots,$$

since $y_1''=-2$ matches $-2y_1/x$ and $y_2''=-2/x$ matches $-2y_2/x$ at leading order. Both are bounded. Neither is excluded by normalisation, and $y_2'\sim-2\ln x$ is square integrable, so neither is excluded by kinetic energy.

Let $\psi$ be any function with $\psi$ and $H\psi$ square integrable on $x>0$. Then $\psi''+2\psi/x=h$ with $h$ square integrable, hence integrable near $0$. Variation of parameters writes $\psi=c_1(x)y_1+c_2(x)y_2$ and $\psi'=c_1y_1'+c_2y_2'$, where $c_1'$ and $c_2'$ are $\pm hy_2$ and $\mp hy_1$ divided by the constant Wronskian. Both are integrable, so $c_1,c_2$ have limits at $0$. Moreover $c_2(x)-c_2(0)=O(x^{3/2})$ by the Schwarz inequality, which kills the logarithm in $y_2'$. Two numbers therefore exist:

$$\psi_+=\psi(0^+),\qquad \varphi_+=\lim_{x\to0^+}\big[\psi'(x)+2\psi_+\ln x\big].$$

The slope diverges, and $\varphi_+$ is its finite part. On the left half-line $\psi_-$ and $\varphi_-$ are defined in the same way in the variable $|x|$.

Two integrations by parts on $(\epsilon,\infty)$ give $\int[\bar\chi H\psi-\overline{H\chi}\,\psi]=-\tfrac12\int(\bar\chi\psi'-\bar\chi'\psi)'dx=\tfrac12(\bar\chi\psi'-\bar\chi'\psi)(\epsilon)$. Inserting $\psi'=\varphi_+^\psi-2\psi_+\ln\epsilon+o(1)$ and the same for $\chi$, the terms $-2\bar\chi_+\psi_+\ln\epsilon$ cancel. Adding the left half-line,

$$\langle\chi,H\psi\rangle-\langle H\chi,\psi\rangle=\tfrac12\sum_\pm\big(\bar\chi_\pm\varphi^\psi_\pm-\bar\varphi^\chi_\pm\psi_\pm\big).$$

A self-adjoint operator needs a domain on which this form vanishes and which cannot be enlarged with that property. Collect $\Psi=(\psi_+,\psi_-)$ and $\Phi=(\varphi_+,\varphi_-)$. For $\chi=\psi$ the form is $i\,{\rm Im}\langle\Psi,\Phi\rangle$, and expanding the norms gives $\|\Phi+i\Psi\|^2-\|\Phi-i\Psi\|^2=4\,{\rm Im}\langle\Psi,\Phi\rangle$. By polarisation, the form vanishes on a subspace of boundary data exactly when the map $\Phi+i\Psi\mapsto\Phi-i\Psi$ preserves norms there. On such a subspace $\Phi+i\Psi=0$ forces $\Phi-i\Psi=0$ and so $\Phi=\Psi=0$; the subspace thus has dimension at most two, and a norm-preserving map on a smaller subspace of $\mathbb C^2$ can be extended. The maximal choices are

$$\Phi-i\Psi=U\,(\Phi+i\Psi),\qquad U\in U(2).$$

This is a four-parameter family of Hamiltonians, all acting as $-\tfrac12d^2/dx^2-1/|x|$ away from the origin. Reflection symmetry requires $U$ to commute with the exchange of $+$ and $-$, which leaves one phase $e^{i\theta}$ for each parity. In one parity sector $\varphi-i\psi=e^{i\theta}(\varphi+i\psi)$ reads $\varphi=\beta\psi$ with $\beta=-\cot(\theta/2)$ real, or $\psi=0$ at $\theta=0$. Asking that odd states be continuous at the origin fixes $\psi_\pm=0$ for them. The even sector keeps its parameter, written as a length $b$:

$$\psi'(x)+2\psi(0)\ln x\;\to\;2\ln b\;\psi(0),\qquad\text{that is}\qquad \psi'(x)\approx-2\psi(0)\ln(x/b).$$

Such a state has finite energy through a cancellation. On the half-line $\langle\psi,H\psi\rangle=\tfrac12\bar\psi\psi'(\epsilon)+\int_\epsilon^\infty(\tfrac12|\psi'|^2-|\psi|^2/x)\,dx$. The boundary term is $|\psi(0)|^2[\ln b+\ln(1/\epsilon)]$ and the potential term diverges as $-|\psi(0)|^2\ln(1/\epsilon)$. An infinite repulsive contact energy offsets the infinite Coulomb attraction, and $\ln b$ is what is left over. If kinetic and potential energy are each required to be finite, $\psi(0)=0$ follows and the Dirichlet member of the family is selected. That requirement is a legitimate choice, but it is added to the differential expression and is not contained in it.

## The decaying solution and its boundary value

With $z=2\kappa x$ the equation $u''=(\kappa^2-2/x)u$ becomes $u_{zz}=(\tfrac14-\nu/z)u$. For ${\rm Re}\,\nu<1$, ${\rm Re}\,z>0$ consider

$$u_\nu=z\,e^{-z/2}\int_0^\infty e^{-zt}\Big(1+\frac1t\Big)^{\nu}dt .$$

To verify it, put $s=t+\tfrac12$ and $u=zw$, with $w=\int_{1/2}^\infty e^{-zs}h(s)\,ds$ and $h=[(s+\tfrac12)/(s-\tfrac12)]^\nu$. The equation becomes $z(w''-w/4)+2w'+\nu w=0$. The first term is $\int ze^{-zs}(s^2-\tfrac14)h\,ds$, which by parts equals $\int e^{-zs}[(s^2-\tfrac14)h]'ds$; the boundary term vanishes like $t^{1-\nu}$. Since $h'/h=-\nu/(s^2-\tfrac14)$, the bracket's derivative is $2sh-\nu h$. The other two terms contribute $-2sh$ and $+\nu h$ under the integral, and the sum is zero. At large $z$ small $t$ dominates and $u_\nu\approx\Gamma(1-\nu)z^\nu e^{-z/2}$, so $u_\nu=\Gamma(1-\nu)W_{\nu,1/2}(z)$ with $W$ the Whittaker function. The second solution grows as $e^{z/2}$, so infinity needs no condition beyond normalisability.

For small $z$ write $u_\nu=e^{-z/2}(1+zJ)$, using $z\int_0^\infty e^{-zt}dt=1$, and split

$$J=\nu\int_0^\infty\frac{e^{-zt}}{1+t}dt+\int_0^\infty e^{-zt}\Big[\Big(1+\frac1t\Big)^\nu-1-\frac\nu{1+t}\Big]dt .$$

The first piece is $\nu e^zE_1(z)=-\nu(\ln z+\gamma)+O(z\ln z)$. In the second the bracket falls as $t^{-2}$, so its value $K$ at $z=0$ is finite and the correction is $O(z\ln z)$. With $p=t/(1+t)$ one has $1+1/t=1/p$, $1/(1+t)=1-p$, $dt=dp/(1-p)^2$, and

$$K=\int_0^1\frac{p^{-\nu}-1-\nu(1-p)}{(1-p)^2}\,dp=\nu\int_0^1\frac{p^{-\nu}-p}{1-p}\,dp .$$

The second form comes from integrating by parts with $p/(1-p)$ as the antiderivative of $(1-p)^{-2}$: the numerator has derivative $-\nu p^{-\nu-1}+\nu$, and the boundary terms vanish because the numerator is $O((1-p)^2)$ at $p=1$ and the product is $O(p^{1-\nu})$ at $p=0$.

The digamma function, written $\psi_{\rm d}$ to keep it apart from the wave function, has the series

$$\psi_{\rm d}(s)=-\gamma+\sum_{k\ge0}\Big[\frac1{k+1}-\frac1{k+s}\Big].$$

Expanding $1/(1-p)$ in powers of $p$ gives $\int_0^1(1-p^{s-1})(1-p)^{-1}dp=\psi_{\rm d}(s)+\gamma$. Splitting $p^{-\nu}-p=(p^{-\nu}-1)+(1-p)$ yields $K=\nu[1-\gamma-\psi_{\rm d}(1-\nu)]$, so

$$J=-\nu\big[\ln z+\psi_{\rm d}(1-\nu)+2\gamma-1\big]+O(z\ln z).$$

Hence $u_\nu(0)=1$. The derivative is $du/dz=-\tfrac12+J+zJ'+o(1)$ with $zJ'\to-\nu$, which removes the $-1$ in the bracket. Multiplying by $dz/dx=2/\nu$,

$$u_\nu'(x)=-\frac1\nu-2\Big[\ln\frac{2x}\nu+\psi_{\rm d}(1-\nu)+2\gamma\Big]+o(1).$$

Adding $2\ln x$ gives the boundary value of the decaying solution:

$$\beta(\nu)=2f(\nu),\qquad f(\nu)=\ln\frac\nu2-\psi_{\rm d}(1-\nu)-2\gamma-\frac1{2\nu}.$$

The restriction ${\rm Re}\,\nu<1$ is lifted as follows. With $G(t)=e^{-zt}(1+t)^\nu$, $m$ integrations by parts give $\Gamma(1-\nu)^{-1}\int t^{-\nu}G\,dt=(-1)^m\Gamma(m+1-\nu)^{-1}\int t^{m-\nu}G^{(m)}dt$, which is analytic for $0<{\rm Re}\,\nu<m+1$ and still decays in $z$. So $W=u_\nu/\Gamma(1-\nu)$ is analytic in $\nu$, as are its two boundary numbers, which are its coefficients on a local pair of solutions analytic in $\nu$. The identities $W(0)=1/\Gamma(1-\nu)$ and $\varphi_W=2f/\Gamma(1-\nu)$ therefore hold for all $\nu>0$. The first one gives the Dirichlet spectrum: $W(0)=0$ exactly at the poles of $\Gamma(1-\nu)$, $\nu=n=1,2,\dots$, so $E=-1/(2n^2)$.

For two decaying solutions, multiply $Hu_1=E_1u_1$ by $u_2$, subtract the same with the labels exchanged, and integrate as before:

$$(E_1-E_2)\int_0^\infty u_1u_2\,dx=\tfrac12(\beta_1-\beta_2).$$

Three things follow.

At $E_1=i$, $E_2=-i$ one has $\nu=(1\pm i)/2$ and $u_2=\bar u_1$, so $\int|u|^2dx=\tfrac12{\rm Im}\,\beta$ is finite. Each half-line carries one normalisable solution of $Hu=\pm iu$, so the deficiency indices are $(2,2)$, in accord with $U(2)$. Direct integration of the differential equation gives $\beta=-3.652089+5.452115\,i$ and norm $2.726058$; the program tests both against $2f$ and $\tfrac12{\rm Im}\,2f$.

States with equal real $\beta$ and different energy are orthogonal; states with different $\beta$ are not.

Letting $E_2\to E_1$ gives $\int u^2dx=\tfrac12\,d\beta/dE=f'(\nu)\,\nu^3$, because $dE/d\nu=\nu^{-3}$. The even state on the whole line has twice this norm, so after normalisation

$$|\psi(0)|^2=\frac1{2\nu^3f'(\nu)},\qquad f'(\nu)=\frac1\nu+\frac1{2\nu^2}+\psi_{\rm d}'(1-\nu).$$

## A spectrum for every length

The even levels of the operator with length $b$ solve $f(\nu)=\ln b$. From the series, $\psi_{\rm d}'(s)=\sum_k(k+s)^{-2}>0$, so $f$ increases between its poles. As $\nu\to0^+$ the term $-1/(2\nu)$ sends $f\to-\infty$. As $\nu\to n^+$ the $k=n-1$ term of the series is $-1/(n-\nu)\to+\infty$, so $f\to-\infty$. As $\nu\to(n+1)^-$ the $k=n$ term is $-1/(n+1-\nu)\to-\infty$, so $f\to+\infty$. Each interval $(n,n+1)$, $n=0,1,2,\dots$, contains exactly one even level for every $b$.

Read backwards, every negative energy other than $-1/(2n^2)$ is an even eigenvalue of one of these operators, the one with $b=e^{f(\nu)}$. For $b=1$ bohr the two lowest even levels have $\nu=0.656326$ and $1.667026$, that is $E=-1.160731$ and $-0.179922$ hartree, and their overlap is tested to vanish to $10^{-7}$. For $b=0.1$ bohr the second level is at $\nu=1.450449$, and its normalised overlap with the $b=1$ ground state is $-0.242$. The sign agrees with the identity: the right side is $\ln1-\ln0.1>0$ and $E_1-E_2<0$. Both functions solve the same differential equation and are normalisable, but they are eigenfunctions of different Hamiltonians.

Both ends of the family approach the Dirichlet levels, in different ways. For $b\to\infty$ each level rises to $\nu=(n+1)^-$ and none is lost. For $b\to0$ each falls to $\nu=n^+$, and the lowest, with $n=0$, falls to $E=-\infty$.

## The cutoff fixes the length

For $V_a$ and $x>0$, the shift $y=x+a$ restores the pure Coulomb equation, so $\psi(x)=u_\nu(x+a)$ exactly. Odd states need $u_\nu(a)=0$. It costs nothing to add a contact term $g\,\delta(x)$: the jump condition is then $\psi'(0^+)-\psi'(0^-)=2g\psi(0)$, so even states need $u_\nu'(a)=g\,u_\nu(a)$, and odd states do not feel $g$.

The quantity $u'+2\ln y-\beta$ vanishes at $y=0$ and has derivative $\kappa^2u-2(u-1)/y$, so

$$u'(y)=\beta-2\ln y+\int_0^y\Big[\kappa^2u-\frac{2(u-1)}{y'}\Big]dy' .$$

Dropping the integral and integrating once gives $u=1+\beta y-2y\ln y+2y+\dots$. Inserting this in the integral, with $\int_0^y4\ln y'dy'=4y\ln y-4y$,

$$u'(y)=\beta-2\ln y+\kappa^2y-2\beta y+4y\ln y-8y+\dots$$

**Even states.** Put $\beta=2\ln a+g+\varepsilon$. To first order in $a$ the logarithms cancel: $u'(a)=g+\varepsilon+a(\kappa^2-2g-8)$ and $u(a)=1+a(g+2)$. The condition $u'(a)=gu(a)$ gives

$$\beta=2\ln a+g+\varepsilon,\qquad\varepsilon=a\,(g^2+4g+8-\kappa^2),$$

up to $a^2$ times powers of $g$, $\kappa$ and $\ln a$. The expansion needs $a\kappa$, $a|g|$ and $a|\ln a|$ small. For $g=0$ the cut-off well acts in the even sector as the operator with $b=a$, up to $\varepsilon=a(8-\kappa^2)$, which vanishes as $a\ln^2a$ for the ground state and as $a$ for the others. The program finds the levels by integrating the Schrödinger equation inward and tests, at $a=10^{-4}$ bohr, that $2f(\nu)-2\ln a$ equals $a(8-\kappa^2)$ to within $2\%$ of $a(8+\kappa^2)$ for the three lowest even levels.

No level is missed. $V_a$ is bounded and even, so by the oscillation theorem its levels are non-degenerate and alternate in parity, beginning with an even one. A diagonalisation on the whole line at $a=10^{-2}$ bohr gives $-10.6134$, $-0.4821$, $-0.3100$, $-0.1227$, $-0.0969$ hartree, tested to have parities even, odd, even, odd, even and to agree with the integrated levels to a relative $10^{-5}$.

The Coulomb expression alone leaves the boundary condition at the origin open, and the plain cutoff $V_a$ acts in the even sector as the operator with $b=a$, up to a small correction. What remains is to work out how the ground, excited even and odd levels behave as $a\to0$, to put numbers to them, and to say which features of the spectrum are unique.

Numerical values quoted here were computed with a short program.
